\section*{Spin-spin zero-field splitting from one determinant and its point-dipole limit}

\section{The self-interaction of a spin density}

Place two planar methyl radicals face to face, 40 bohr apart, and couple their unpaired electrons to a triplet. The magnetic dipole interaction splits the triplet, and at this distance two point dipoles should describe it well: they give an axial splitting parameter of $-2.7\times10^{-4}\ \mathrm{cm^{-1}}$. Suppose instead that the spin density is treated as a classical magnetization interacting with itself. Equating that energy to the energy of the $M=1$ level of the triplet gives, in the small 6-31G basis, $-0.218\ \mathrm{cm^{-1}}$, nearly eight hundred times larger in magnitude (larger basis sets give $-0.19$ to $-0.20\ \mathrm{cm^{-1}}$, about seven hundred times), and it does not vanish when the radicals are moved apart. Each unpaired electron has been allowed to interact with its own moment.

The cure is an exchange term, which requires the spin-density matrix and not just its diagonal. The resulting expression is the McWeeny--Mizuno formula. Hartree atomic units are used, with splittings quoted in $\mathrm{cm^{-1}}$.

\section{The interaction and the effective Hamiltonian}

An electron has the moment $-(g/2)\mathbf s$, since the Bohr magneton is $1/2$, and $\mu_0/4\pi=\alpha^2$, where $\alpha$ is the fine-structure constant. The energy of two dipoles, summed over pairs, gives
\begin{align}
H&=\frac{g^2\alpha^2}{4}\sum_{i<j}\sum_{ab}K_{ab}(\mathbf r_{ij})\,s_{ia}s_{jb},\label{H}\\
K_{ab}(\mathbf r)&=\frac{\delta_{ab}r^2-3r_ar_b}{r^5}.\label{K}
\end{align}
The tensor $K$ is symmetric and traceless. The full interaction also has a contact part proportional to $\delta(\mathbf r_{ij})\,\mathbf s_i\cdot\mathbf s_j$. It is a scalar in spin space, so it shifts all levels of a multiplet equally and is dropped.

Consider a state of total spin $S$ whose spatial part is nondegenerate and which is well separated from all other states that $H$ can couple to it. To first order in $H$, its $2S+1$ levels are described by
\begin{equation}
H_{\rm eff}=\sum_{ab}D_{ab}S_aS_b,\qquad \sum_aD_{aa}=0 .\label{Heff}
\end{equation}
Spin-orbit coupling in second order adds a term of the same form. It is not included here, so $D_{ab}$ below means the spin-spin part alone.

\section{Reduction to the state with $M=S$}

Because $K$ is symmetric and traceless, only the corresponding part of the spin product survives in (\ref{H}):
\begin{equation}
t^{ij}_{ab}=\tfrac12(s_{ia}s_{jb}+s_{ib}s_{ja})-\tfrac13\delta_{ab}\,\mathbf s_i\cdot\mathbf s_j .
\end{equation}
The analogous operator for the total spin is
\begin{equation}
T_{ab}=\tfrac12(S_aS_b+S_bS_a)-\tfrac13\delta_{ab}S(S+1).
\end{equation}
Fix two spatial indices $c,d$ and consider $\sum_{i<j}K_{cd}(\mathbf r_{ij})\,t^{ij}_{ab}$. A rotation of the spins alone leaves $K_{cd}$ untouched, so this is a rank-two tensor in $a,b$. By the Wigner--Eckart theorem, its matrix within the multiplet is proportional to that of $T_{ab}$:
\begin{equation}
\sum_{i<j}K_{cd}(\mathbf r_{ij})\,t^{ij}_{ab}\;\longrightarrow\;C_{cd}\,T_{ab}.\label{WE}
\end{equation}
The number $C_{cd}$ depends neither on $a,b$ nor on $M$. It can therefore be found from $a=b=z$ in the state $M=S$, where
\begin{equation}
\langle T_{zz}\rangle=S^2-\frac{S(S+1)}3=\frac{S(2S-1)}3,\qquad
t^{ij}_{zz}=\tfrac13\Omega_{ij},
\end{equation}
with $\Omega_{ij}=3s_{iz}s_{jz}-\mathbf s_i\cdot\mathbf s_j$. The factors $1/3$ cancel:
\begin{equation}
C_{cd}=\frac{1}{S(2S-1)}\Big\langle\sum_{i<j}K_{cd}(\mathbf r_{ij})\,\Omega_{ij}\Big\rangle_{M=S}.\label{C}
\end{equation}
Now set $c=a$, $d=b$ in (\ref{WE}) and sum. The trace part of $T_{ab}$ drops out against the traceless $C_{ab}$, and comparison with (\ref{Heff}) gives $D_{ab}=(g^2\alpha^2/4)\,C_{ab}$. All spatial components thus follow from one spin state with one quantization axis.

For $S=1/2$ the denominator of (\ref{C}) vanishes. So does $T_{ab}$ itself: a doublet has no zero-field splitting, and the formula applies for $S\ge1$.

\section{The expectation value in a determinant}

Let the determinant have orthonormal spin orbitals $\varphi_{p\sigma}$, with $\sigma=\alpha$ or $\beta$ as a spin label, and define
\begin{equation}
\gamma_\sigma(1,2)=\sum_p^{\rm occ}\varphi_{p\sigma}(1)\varphi^*_{p\sigma}(2),\qquad \rho_\sigma(1)=\gamma_\sigma(1,1).
\end{equation}
The Slater--Condon rule for a two-electron operator is
\begin{equation}
\Big\langle\sum_{i<j}O_{ij}\Big\rangle=\tfrac12\sum_{PQ}\big[\langle PQ|O|PQ\rangle-\langle PQ|O|QP\rangle\big],\label{SC}
\end{equation}
where $P,Q$ run over occupied spin orbitals. Here $O=K_{ab}\Omega$. With $s_{1x}s_{2x}+s_{1y}s_{2y}=\frac12(s_{1+}s_{2-}+s_{1-}s_{2+})$,
\begin{equation}
\Omega=2s_{1z}s_{2z}-\tfrac12(s_{1+}s_{2-}+s_{1-}s_{2+}).
\end{equation}

In the direct term only $s_{1z}s_{2z}$ has diagonal elements. They make $\Omega$ equal to $+\frac12$ for equal spins and $-\frac12$ for opposite spins, so the four spin combinations assemble into
\begin{equation}
\tfrac14\iint K_{ab}\,[\rho_\alpha(1)-\rho_\beta(1)]\,[\rho_\alpha(2)-\rho_\beta(2)].\label{dir}
\end{equation}

In the exchange term the spin factor is $\langle\sigma\tau|\Omega|\tau\sigma\rangle$. For equal spins it is again $+\frac12$. For opposite spins the $s_z$ product gives zero, but a flip operator restores the order: $s_{1+}s_{2-}|\beta\alpha\rangle=|\alpha\beta\rangle$, which yields $-\frac12$. The spatial factor is $\gamma_\tau(1,2)\gamma_\sigma(2,1)$. With the minus sign of (\ref{SC}), the exchange part is
\begin{align}
&-\tfrac14\iint K_{ab}\,[\gamma_\alpha\gamma_\alpha+\gamma_\beta\gamma_\beta-\gamma_\alpha\gamma_\beta-\gamma_\beta\gamma_\alpha]\nonumber\\
&\qquad=-\tfrac14\iint K_{ab}\,|\gamma_s(1,2)|^2,\label{ex}
\end{align}
where the first factor in each product has arguments $(1,2)$ and the second $(2,1)$, and
\begin{equation}
\gamma_s=\gamma_\alpha-\gamma_\beta,\qquad\rho_s(1)=\gamma_s(1,1).
\end{equation}
The spin-flip terms are what complete the square; keeping $s_{1z}s_{2z}$ alone would lose the mixed products. Inserting (\ref{dir}) and (\ref{ex}) into (\ref{C}) gives
\begin{equation}
\boxed{D_{ab}=\frac{g^2\alpha^2}{16\,S(2S-1)}\iint K_{ab}(\mathbf r_{12})\big[\rho_s(1)\rho_s(2)-|\gamma_s(1,2)|^2\big]}\label{MM}
\end{equation}
with integration over both positions. In a real basis $\chi_\mu$, with spin-density matrix $P^s$,
\begin{equation}
D_{ab}=\frac{g^2\alpha^2}{16S(2S-1)}\sum_{\mu\nu\kappa\lambda}\big[P^s_{\mu\nu}P^s_{\kappa\lambda}-P^s_{\mu\kappa}P^s_{\nu\lambda}\big](\mu\nu|K_{ab}|\kappa\lambda),
\end{equation}
where $\mu\nu$ belong to electron 1 and $\kappa\lambda$ to electron 2.

Equations (\ref{dir}) and (\ref{ex}) hold for any determinant of pure $\alpha$ and $\beta$ spin orbitals, though not for one whose orbitals mix the two spin directions, and (\ref{WE}) needs a spin eigenstate. A high-spin restricted open-shell determinant satisfies this. An unrestricted determinant in general does not, and (\ref{MM}) is then an approximation.

\section{What the bracket contains}

In a restricted determinant the doubly occupied orbitals cancel in $\gamma_s$. The $2S$ singly occupied orbitals $\varphi_m$ remain, and
\begin{equation}
\rho_s(1)\rho_s(2)-|\gamma_s(1,2)|^2=\tfrac12\sum_{mn}\big|\varphi_m(1)\varphi_n(2)-\varphi_n(1)\varphi_m(2)\big|^2.\label{pairs}
\end{equation}
Expanding the square proves this: the two squared terms give equal sums, and the cross terms give $-|\gamma_s|^2$. The terms with $m=n$ vanish, so no electron interacts with itself.

Let $\Psi_{mn}$ be the normalized antisymmetric pair function, $[\varphi_m(1)\varphi_n(2)-\varphi_n(1)\varphi_m(2)]/\sqrt2$. The right side of (\ref{pairs}) is then $2\sum_{m<n}|\Psi_{mn}|^2$, and
\begin{equation}
D_{ab}=\frac{g^2\alpha^2}{8}\;\frac{1}{S(2S-1)}\sum_{m<n}\langle\Psi_{mn}|K_{ab}|\Psi_{mn}\rangle.\label{avg}
\end{equation}
There are $2S(2S-1)/2=S(2S-1)$ pairs, so $D_{ab}$ is $g^2\alpha^2/8$ times the average of $K_{ab}$ over pairs of unpaired electrons.

Each $\Psi_{mn}$ vanishes linearly when the electrons meet. The density in (\ref{avg}) therefore goes as $r_{12}^2$, which makes the integral over the $r_{12}^{-3}$ kernel converge absolutely. The direct and exchange parts taken separately lack this protection; for them the angular integration around $r_{12}=0$ must be done first.

\section{Evaluating the integrals}

The kernel is a second derivative of the Coulomb interaction, apart from a contact term:
\begin{equation}
K_{ab}(\mathbf r)+\frac{4\pi}3\delta_{ab}\delta(\mathbf r)=-\partial_a\partial_b\frac1r .\label{coul}
\end{equation}
The trace fixes the contact coefficient, since $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$. A derivative of $1/r_{12}$ with respect to $\mathbf r_2$ is minus that with respect to $\mathbf r_1$, so the right side equals $+\partial_{1a}\partial_{2b}(1/r_{12})$. Two integrations by parts, with two sign changes, give for localized densities
\begin{equation}
\iint\rho(1)\rho'(2)\Big[-\partial_a\partial_b\frac1{r_{12}}\Big]=\iint\frac{(\partial_a\rho)(1)\,(\partial_b\rho')(2)}{r_{12}}.\label{ibp}
\end{equation}
Subtracting one third of the trace from each diagonal component removes the contact term and leaves the integral of $K_{ab}$. In the complete bracket (\ref{pairs}) the contact terms cancel by themselves.

As a test of (\ref{MM}) and (\ref{ibp}) together, $\langle K_{zz}\rangle$ was also computed by direct quadrature of the antisymmetric pair density for two Gaussian orbitals of exponent $0.5\ \mathrm{bohr}^{-2}$, 3 bohr apart on the $z$ axis. Both routes give $-0.066737\ \mathrm{bohr}^{-3}$ for $s$ functions and $-0.073853\ \mathrm{bohr}^{-3}$ for $p_z$ functions.

\section{Two compact molecules}

Triplet CH$_2$ shows the formula where the unpaired electrons share one region of space. The molecule lies in the $yz$ plane with its symmetry axis along $z$, a C--H distance of 2.04 bohr and an angle of $134^\circ$. At the ROHF/cc-pVDZ level,
\begin{equation}
(D_{xx},D_{yy},D_{zz})=(-0.324,\;0.514,\;-0.190)\ \mathrm{cm^{-1}}.
\end{equation}
The axial parameter $D$ is $3/2$ times the principal value of largest magnitude, and $|E|$ is half the difference of the other two:
\begin{align}
D&=\tfrac32(0.5139)=0.771\ \mathrm{cm^{-1}},\\
|E|&=\tfrac12|-0.1898+0.3241|=0.067\ \mathrm{cm^{-1}}.
\end{align}
In frequency units $D$ is about 23.1 GHz. For $S=1$ there is a basis of states $|T_a\rangle$ with $S_a^2=1-|T_a\rangle\langle T_a|$. Since the trace vanishes, the levels are $-D_{aa}$, or $-0.514$, $0.190$ and $0.324\ \mathrm{cm^{-1}}$.

These levels were also obtained without (\ref{WE}) or (\ref{MM}). All $M$ states were built with creation operators and the spin-lowering operator, and the matrix of (\ref{H}) was formed among them. It agrees with $\sum D_{ab}S_aS_b$ to rounding error. The same test holds for the quartet of CH, which checks the factor $S(2S-1)$ at $S=3/2$. There the axial form gives $D(M^2-\frac54)=\pm D$, two doublets at $\pm0.256\ \mathrm{cm^{-1}}$ at the ROHF/6-31G level. In CH$_2$ the contact traces of the direct and exchange parts are both $1.2805\ \mathrm{bohr}^{-3}$ and cancel, as required.

These are mean-field values at chosen geometries, and the third decimal is not converged in the basis: for CH$_2$, $D$ becomes $0.765\ \mathrm{cm^{-1}}$ in cc-pVTZ and $0.758\ \mathrm{cm^{-1}}$ in aug-cc-pVDZ, where $|E|$ is $0.065\ \mathrm{cm^{-1}}$; for CH, $D$ is $0.255\ \mathrm{cm^{-1}}$ in cc-pVDZ and $0.258\ \mathrm{cm^{-1}}$ in cc-pVTZ. Electron correlation and spin-orbit coupling are absent, so they are not predictions of measured splittings.

\section{Separated radicals}

Now let two doublet radicals, centred a distance $R$ apart on the $z$ axis, form a triplet. At large $R$ a singlet lies almost at the same energy, but for the Hamiltonian (\ref{H}) alone (\ref{Heff}) remains valid: the dipolar interaction is of rank two in the spins and has no matrix elements between $S=0$ and $S=1$. Other terms do mix the two. In real methyl radicals the proton hyperfine coupling, about 65 MHz, is comparable to $|D|$ at 20 bohr and exceeds it at 40 bohr. At such distances $D$ still measures the dipolar coupling of the two spins, but the pair is no longer an isolated triplet. For equal radicals the self-consistent open orbitals may be delocalized, $(a\pm b)/\sqrt2$, with $a$ and $b$ orthonormal, real and localized on one radical each. The cross terms cancel in the sum:
\begin{equation}
\gamma_s(1,2)=a(1)a(2)+b(1)b(2).
\end{equation}
The spin-density matrix, and hence $D_{ab}$, is the same in either description. The two terms of (\ref{MM}) become
\begin{align}
\rho_s(1)\rho_s(2)&=a_1^2a_2^2+b_1^2b_2^2+a_1^2b_2^2+b_1^2a_2^2,\label{rr}\\
\gamma_s(1,2)^2&=a_1^2a_2^2+b_1^2b_2^2+2a_1b_1a_2b_2,\label{gg}
\end{align}
with subscripts for the electrons. The self-terms cancel in the difference. With $S(2S-1)=1$,
\begin{equation}
D_{ab}=\frac{g^2\alpha^2}{8}\big[(aa|K_{ab}|bb)-(ab|K_{ab}|ab)\big].\label{two}
\end{equation}
The second integral contains the product $a(\mathbf r)b(\mathbf r)$ twice and disappears with the overlap of the two orbitals in space. In the first, $\mathbf r_{12}$ approaches $R$ along $z$ in magnitude and direction, so $K\to R^{-3}\,{\rm diag}(1,1,-2)$ and
\begin{equation}
D_{zz}\to-\frac{g^2\alpha^2}{4R^3},\qquad D=\tfrac32D_{zz}\to-\frac{3g^2\alpha^2}{8R^3}.\label{pd}
\end{equation}

Two localized spins give the same result. In the states $M=\pm1$ only $s_{1z}s_{2z}=\frac14$ contributes, and the energy is $(g^2\alpha^2/4R^3)(-2)(\frac14)=-g^2\alpha^2/8R^3$. For $M=0$, $s_{1z}s_{2z}=-\frac14$ and $s_{1x}s_{2x}+s_{1y}s_{2y}=\frac12$, which gives $(g^2\alpha^2/4R^3)(\frac12+\frac12)=g^2\alpha^2/4R^3$. The difference $E_{\pm1}-E_0$ is the $D$ of (\ref{pd}). It is negative: spins aligned along the joining line have the lower energy.

\section{Corrections from the shape of the orbitals}

Suppose the densities $a^2$ and $b^2$ do not overlap, and let $U(R)$ be their Coulomb repulsion. Moving $b$ rigidly along $z$ differentiates $1/r_{12}$ with respect to $z$, so (\ref{coul}) gives
\begin{equation}
(aa|K_{zz}|bb)=-\frac{d^2U}{dR^2}.\label{U}
\end{equation}
For spherical densities $U=1/R$, and the point-dipole value holds without any correction in $1/R$. The $s$ Gaussians confirm this: at 10 bohr the relative deviation is at rounding level, while at 4 bohr, where they overlap, it is $-0.65\%$.

For $p$ orbitals pointing along the axis, the density contains only angular components $l=0$ and $l=2$. Let $Q=\langle(3z^2-r^2)/2\rangle$ about its own centre. On the axis the first density produces the potential
\begin{equation}
\Phi(R)=\frac1R+\frac Q{R^3}.
\end{equation}
Near the second centre this axially symmetric harmonic function is $\sum_l\Phi^{(l)}(R)\,r^lP_l(\cos\theta)/l!$. Averaging over the second density keeps $l=0$ and $l=2$:
\begin{equation}
U=\Phi+\tfrac12Q\,\Phi''=\frac1R+\frac{2Q}{R^3}+\frac{6Q^2}{R^5}.
\end{equation}
Two derivatives give $U''=2/R^3+24Q/R^5+180Q^2/R^7$. Dividing by the point-dipole part $2/R^3$,
\begin{equation}
\frac{D}{D_{\rm pd}}=1+\frac{12Q}{R^2}+\frac{90Q^2}{R^4}.\label{law}
\end{equation}
For unchanging $p$ orbitals without overlap the series ends here. Since $\langle P_2\rangle=2/5$ for such an orbital, $Q=\frac25\langle r^2\rangle$ is positive, and the lobes facing each other strengthen the splitting.

If the $p$ orbitals instead stand perpendicular to the axis, $\langle P_2\rangle=-1/5$. To leading order $D_{zz}$ is then multiplied by $1-12\langle r^2\rangle/(5R^2)$, a reduction. For parallel orbitals the axial symmetry is also lost, so a nonzero $E$ is allowed.

\section{The methyl pair}

For one planar methyl radical at the ROHF/6-31G level, the open orbital has $\langle r^2\rangle=3.891\ \mathrm{bohr}^2$ and $Q=1.5563\ \mathrm{bohr}^2$. The ratio of the two is $0.400$, and the basis forces this: the orbital is odd under reflection in the molecular plane, and in 6-31G only the carbon $p_z$ functions are odd, so it is exactly a $p$ orbital. With $g^2\alpha^2=2.135\times10^{-4}$, the point-dipole law is $D_{\rm pd}=-17.572\ \mathrm{cm^{-1}}\,(R/\mathrm{bohr})^{-3}$. At $R=20$ bohr,
\begin{align}
D_{\rm pd}&=-17.5717/8000=-2.196\times10^{-3}\ \mathrm{cm^{-1}},\\
\frac D{D_{\rm pd}}&=1+\frac{12(1.5563)}{400}+\frac{90(1.5563)^2}{160000}=1.0481 .
\end{align}
The product is $-2.302\times10^{-3}\ \mathrm{cm^{-1}}$. The full calculation on the triplet pair gives the same value, or $-69.0$ MHz. For all four distances:

\begin{center}
\begin{tabular}{rccc}
$R$ (bohr) & $D$ ($\mathrm{cm^{-1}}$) & $D/D_{\rm pd}$ & Eq.~(\ref{law})\\
6 & $-1.235\times10^{-1}$ & 1.518 & 1.687\\
10 & $-2.124\times10^{-2}$ & 1.2087 & 1.2086\\
20 & $-2.302\times10^{-3}$ & 1.0481 & 1.0481\\
40 & $-2.778\times10^{-4}$ & 1.0118 & 1.0118
\end{tabular}
\end{center}

The approach to the $R^{-3}$ law is slow: the deviation is still 1.2\% at 40 bohr, because it falls only as $R^{-2}$. In this basis, from 10 bohr outward the quadrupole law reproduces the calculated ratio to about $10^{-4}$. The series in (\ref{law}) stops at $Q^2$ because the open orbital of an isolated radical has a pure $p$ form in this basis; in the pair that form is only approximate. A basis with $p$ functions on hydrogen allows higher multipoles and further terms; in cc-pVTZ the $l=4$ moment changes the ratio at 10 bohr by about $-10^{-3}$. $Q$ itself is not converged in 6-31G: it is $1.58$, $1.63$ and $1.72\ \mathrm{bohr}^2$ in cc-pVDZ, cc-pVTZ and aug-cc-pVDZ, which moves the ratio at 20 bohr to between 1.049 and 1.053 and the deviation at 40 bohr to between 1.2\% and 1.3\%. At 6 bohr that law is too high by 0.17 in the ratio. Overlap is the likely cause, but the calculation does not separate it from changes in the orbitals.

The two parts of (\ref{MM}) explain the failure described at the start. At 40 bohr the direct part of $D$ is $-0.21834\ \mathrm{cm^{-1}}$ and the exchange part $+0.21806\ \mathrm{cm^{-1}}$. Between 20 and 40 bohr the exchange part changes by less than 0.1\%. By (\ref{rr}) and (\ref{gg}), both parts contain the self-terms $(aa|K_{zz}|aa)$ and $(bb|K_{zz}|bb)$, which do not depend on $R$ for fixed orbitals. They are negative here because a $p_z$ density is elongated along $z$. For a spherical orbital they vanish by angular integration, and the direct term alone would then have the right limit. Whenever the self-terms of the two orbitals do not add to zero, as here, the $R^{-3}$ law emerges only after exchange has removed them. The numerical output lists both parts at each distance.

\section*{Calculated quantities}
\begin{verbatim}
fine-structure constant: 0.007297353
electron g factor (magnitude): 2.0023193
g^2 alpha^2: 2.134997e-04 hartree bohr^3
point-dipole D times R^3: -17.57167 cm^-1 bohr^3
s Gaussians, exponent 0.5 bohr^-2, R = 3 bohr: <K_zz> formula -0.06673662, quadrature -0.06673662 bohr^-3
p_z Gaussians, exponent 0.5 bohr^-2, R = 3 bohr: <K_zz> formula -0.07385319, quadrature -0.07385319 bohr^-3
s Gaussians, R = 4 bohr: D/D_pointdipole - 1 = -6.51e-03
s Gaussians, R = 10 bohr: D/D_pointdipole - 1 = -2.22e-16
CH2 triplet, ROHF/cc-pVDZ, C-H 2.04 bohr, angle 134 degrees:
  D_xx, D_yy, D_zz: -0.32411, 0.51386, -0.18975 cm^-1
  D = 0.77079 cm^-1, |E| = 0.06718 cm^-1
  D = 23107.7 MHz
  levels from Fock space: -0.51386, 0.18975, 0.32411 cm^-1
  largest relative matrix difference to S.D.S: 6.7e-16
  contact trace, direct and exchange: 1.280474, 1.280474 bohr^-3
CH quartet, ROHF/6-31G, C-H 2.05 bohr:
  D = 0.25571 cm^-1
  levels from Fock space: -0.25571, -0.25571, 0.25571, 0.25571 cm^-1
  largest relative matrix difference to S.D.S: 2.2e-15
methyl radical, ROHF/6-31G, planar, C-H 2.04 bohr:
  open orbital <r^2> = 3.89072 bohr^2
  open orbital Q = 1.55629 bohr^2
methyl pair, triplet, ROHF/6-31G:
  R = 6 bohr: D = -1.235017e-01 cm^-1, point dipole -8.135030e-02 cm^-1
    ratio 1.518146, quadrupole-corrected law 1.686959
    direct part -0.337442 cm^-1, exchange part 0.213940 cm^-1
  R = 10 bohr: D = -2.123816e-02 cm^-1, point dipole -1.757167e-02 cm^-1
    ratio 1.208659, quadrupole-corrected law 1.208553
    direct part -0.239398 cm^-1, exchange part 0.218160 cm^-1
  R = 20 bohr: D = -2.302004e-03 cm^-1, point dipole -2.196458e-03 cm^-1
    ratio 1.048053, quadrupole-corrected law 1.048051
    direct part -0.220367 cm^-1, exchange part 0.218065 cm^-1
    D = -69.012 MHz
  R = 40 bohr: D = -2.777853e-04 cm^-1, point dipole -2.745573e-04 cm^-1
    ratio 1.011757, quadrupole-corrected law 1.011757
    direct part -0.218339 cm^-1, exchange part 0.218062 cm^-1
\end{verbatim}
